# The logarithmic density-of-states singularity at a two-dimensional band saddle, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its proof

### A saddle simple enough to integrate at sight

Let an electron in two dimensions have the energy

$$E(\mathbf k)=E_s+\gamma k_xk_y,\qquad |k_x|<P,\quad |k_y|<P,$$

with $\gamma>0$. Along the diagonal $k_x=k_y$ the energy rises from the origin as $\gamma k_x^2$. Along $k_x=-k_y$ it falls as $-\gamma k_x^2$. The origin is therefore a saddle. We write $\varepsilon=E-E_s$ and ask for the number of states per unit energy, per unit area and per spin. States in a large crystal are spread in $\mathbf k$ with density $1/(2\pi)^2$ per unit area, so

$$g(E)=\frac{1}{4\pi^2}\int dk_x\,dk_y\;\delta(\varepsilon-\gamma k_xk_y).$$

At fixed $k_x\neq0$ the argument of the delta function vanishes at $k_y=\varepsilon/(\gamma k_x)$, and its slope in $k_y$ has magnitude $\gamma|k_x|$. The $k_y$ integral is therefore $1/(\gamma|k_x|)$, provided that the root lies inside the square. This requires $|\varepsilon|/(\gamma|k_x|)<P$, or $|k_x|>|\varepsilon|/(\gamma P)$. The two signs of $k_x$ contribute equally:

$$g(E)=\frac{2}{4\pi^2\gamma}\int_{|\varepsilon|/(\gamma P)}^{P}\frac{dk_x}{k_x}=\frac{1}{2\pi^2\gamma}\ln\frac{\gamma P^2}{|\varepsilon|}.\tag{1}$$

The density of states diverges logarithmically, and in the same way above and below $E_s$.

The reason can be read from the integral. The states at a given energy lie on a hyperbola. Each stretch of it over which $k_x$ grows by a factor $e$ contributes the same amount, and the number of such stretches between the two limits is $\ln(\gamma P^2/|\varepsilon|)$. This number grows without bound as the hyperbola closes in on the saddle. The size $P$ of the square affects the constant that accompanies the logarithm, but not its prefactor.

A band minimum behaves differently. For $\varepsilon=\gamma(k_x^2+k_y^2)$ the states below $\varepsilon>0$ fill a disc of area $\pi\varepsilon/\gamma$. Their number per area is $\varepsilon/(4\pi\gamma)$, and the density of states is the constant $1/(4\pi\gamma)$. It starts with a step and does not diverge.

### The theorem

A real band is neither purely quadratic nor confined to a square. Its zone is periodic, so opposite edges are identified and there is no boundary. The Hessian $H$ is the matrix of second derivatives $\partial^2E/\partial k_i\partial k_j$ at the saddle.

**Theorem.** Let $E(\mathbf k)$ be a band of a two-dimensional crystal that is smooth in a neighbourhood of the contour $E=E_s$. Let the gradient of $E$ vanish on this contour at one point $\mathbf k_s$ and nowhere else, and let $\det H<0$ there. Then, as $\varepsilon\to0$ from either side,

$$g(E)=\frac{1}{2\pi^2\sqrt{|\det H|}}\,\ln\frac{\Lambda}{|\varepsilon|}+r(\varepsilon),\qquad r(\varepsilon)\to0,\tag{2}$$

with one energy $\Lambda>0$ for both sides.

A negative determinant means that $H$ has one positive eigenvalue $\lambda_1$ and one negative eigenvalue $-\lambda_2$, so that $|\det H|=\lambda_1\lambda_2$. Effective masses are defined by $\lambda_1=\hbar^2/m_1$ and $\lambda_2=\hbar^2/m_2$, with both $m_1$ and $m_2$ positive. Then $\sqrt{|\det H|}=\hbar^2/\sqrt{m_1m_2}$, and the prefactor becomes

$$\frac{\sqrt{m_1m_2}}{2\pi^2\hbar^2}.$$

Heavy masses mean a flat saddle and a strong singularity. In the opening example $H$ has zeros on its diagonal and $\gamma$ off it. Hence $\det H=-\gamma^2$, and (2) reproduces (1) with $\Lambda=\gamma P^2$.

The proof has three parts. The contour away from the saddle gives a continuous contribution. Near the saddle, suitable coordinates turn $\varepsilon$ into a product $pq$. The integral in these coordinates is then that of the opening example with a smooth weight.

### Lemma 1: regular parts of the contour

**Lemma 1.** Let $\chi_0(\mathbf k)$ be a smooth weight on the zone that vanishes in a neighbourhood of $\mathbf k_s$. Then

$$g_0(E)=\frac1{4\pi^2}\int d^2k\,\chi_0(\mathbf k)\,\delta(E-E(\mathbf k))$$

is continuous in $E$ near $E_s$.

*Proof.* On the part of the contour $E=E_s$ where $\chi_0$ does not vanish, the gradient is nonzero. The zone is closed and bounded, so the gradient stays away from zero there for all energies in a small interval around $E_s$. This region can be covered by finitely many patches, in each of which one component of the gradient, say $\partial E/\partial k_x$, has no zero. We divide $\chi_0$ into smooth weights $\phi$, each vanishing outside its own patch. In a patch we use $(E,k_y)$ as coordinates in place of $(k_x,k_y)$. Since $dk_x=dE/|\partial E/\partial k_x|$ at fixed $k_y$, the contribution of the patch is

$$\frac1{4\pi^2}\int dk_y\;\frac{\phi}{|\partial E/\partial k_x|}\bigg|_{k_x=k_x(E,k_y)}.$$

The integrand is continuous in $E$ and bounded, and the range of $k_y$ is finite. The integral is therefore continuous, and so is the finite sum over patches. $\square$

The denominators show the physical content. The gradient is $\hbar$ times the group velocity, so slow states count more. Where the band is smooth, a singularity can come only from places where the velocity vanishes.

### Lemma 2: coordinates in which the saddle is a product

**Lemma 2.** Near a saddle with $\det H<0$ there are smooth coordinates $(p,q)$, both zero at $\mathbf k_s$, such that $\varepsilon=pq$. The area element is $d^2k=J(p,q)\,dp\,dq$ with $J$ smooth and

$$J(0,0)=\frac{1}{\sqrt{|\det H|}}.\tag{3}$$

*Proof.* Measure $\mathbf k$ from $\mathbf k_s$, and rotate the axes so that $H$ is diagonal with entries $\lambda_1$ and $-\lambda_2$. Consider $\varepsilon(\tau\mathbf k)$ as a function of $\tau$ between 0 and 1. It vanishes at $\tau=0$ together with its first derivative. Taylor's formula with integral remainder then gives

$$\varepsilon(\mathbf k)=\int_0^1(1-\tau)\frac{d^2}{d\tau^2}\varepsilon(\tau\mathbf k)\,d\tau=\frac12\sum_{ij}B_{ij}(\mathbf k)k_ik_j,$$

$$B_{ij}(\mathbf k)=2\int_0^1(1-\tau)\frac{\partial^2E}{\partial k_i\partial k_j}(\tau\mathbf k)\,d\tau.$$

No higher terms have been dropped. They are contained in the dependence of $B_{ij}$ on $\mathbf k$. Because $2\int_0^1(1-\tau)d\tau=1$, we have $B_{ij}(0)=H_{ij}$. Near the saddle $B_{11}$ is therefore positive, $B_{22}$ is negative and $B_{12}$ is small. Completing the square in $k_1$ gives

$$\varepsilon=\frac{B_{11}}2\left(k_1+\frac{B_{12}}{B_{11}}k_2\right)^2-\frac12\left(\frac{B_{12}^2}{B_{11}}-B_{22}\right)k_2^2 .$$

Both prefactors, $B_{11}/2$ and the bracket in the last term, are positive near the saddle, so their square roots are smooth. Define

$$u=\sqrt{\frac{B_{11}}2}\left(k_1+\frac{B_{12}}{B_{11}}k_2\right),\qquad v=\sqrt{\frac12\left(\frac{B_{12}^2}{B_{11}}-B_{22}\right)}\;k_2 .$$

Then $\varepsilon=u^2-v^2$. At the saddle $B_{12}=0$, so to first order $u=\sqrt{\lambda_1/2}\,k_1$ and $v=\sqrt{\lambda_2/2}\,k_2$. The determinant of $\partial(u,v)/\partial(k_1,k_2)$ there is $\sqrt{\lambda_1\lambda_2}/2$. It is not zero, so by the inverse function theorem $(u,v)$ are valid coordinates near the saddle.

Now put $p=u+v$ and $q=u-v$, so that $pq=u^2-v^2=\varepsilon$. The determinant of this last change has magnitude 2. Altogether $dp\,dq=2\cdot\frac12\sqrt{\lambda_1\lambda_2}\,d^2k$ at the saddle, and its inverse is (3). $\square$

### Lemma 3: the logarithm with a smooth weight

**Lemma 3.** Let $\Phi(p,q)$ be smooth and vanish outside the square $|p|,|q|<P$. Then

$$I(\varepsilon)=\int dp\,dq\,\Phi(p,q)\,\delta(\varepsilon-pq)=2\Phi(0,0)\ln\frac{P^2}{|\varepsilon|}+R(\varepsilon),\tag{4}$$

where $R(\varepsilon)$ tends to the same finite limit from both sides.

*Proof.* The $q$ integral is done as in the opening example:

$$I(\varepsilon)=\int_{|\varepsilon|/P<|p|<P}\frac{dp}{|p|}\,\Phi\!\left(p,\frac{\varepsilon}{p}\right).$$

Replacing $\Phi$ by $\Phi(0,0)$ gives the logarithm in (4), with one equal share from each sign of $p$. The rest is

$$R(\varepsilon)=\int_{|\varepsilon|/P<|p|<P}\frac{dp}{|p|}\left[\Phi\!\left(p,\frac\varepsilon p\right)-\Phi(0,0)\right].$$

We split the range at $|p|=\sqrt{|\varepsilon|}$. Let $L$ be a bound on the first derivatives of $\Phi$. In the outer part, $|p|>\sqrt{|\varepsilon|}$, we replace $\Phi(p,\varepsilon/p)$ by $\Phi(p,0)$. For each sign of $p$ the error is at most

$$\int_{\sqrt{|\varepsilon|}}^{P}\frac{dp}{p}\,L\frac{|\varepsilon|}{p}\le L\sqrt{|\varepsilon|}.$$

The range can then be extended down to $p=0$. Since $|\Phi(p,0)-\Phi(0,0)|\le L|p|$, the added piece is also at most $L\sqrt{|\varepsilon|}$. The outer part therefore tends to

$$\int_{-P}^{P}\frac{dp}{|p|}\,[\Phi(p,0)-\Phi(0,0)].$$

In the inner part we use $q=\varepsilon/p$ as the variable. Then $dp/|p|$ becomes $dq/|q|$, and $|q|$ runs from $\sqrt{|\varepsilon|}$ to $P$. The same argument with $p$ and $q$ exchanged gives the limit

$$\int_{-P}^{P}\frac{dq}{|q|}\,[\Phi(0,q)-\Phi(0,0)].$$

For $\varepsilon>0$ the contour runs through the quadrants where $p$ and $q$ have equal signs, and for $\varepsilon<0$ through the other two. In both cases all four half-axes are approached once. The limit of $R$ is thus the same from both sides. $\square$

### Proof of the theorem

Let $\chi(\mathbf k)$ be a smooth weight equal to 1 near $\mathbf k_s$ and zero outside a region where the coordinates of Lemma 2 hold. Write $1=\chi+(1-\chi)$ in the integral for $g$. The second term is continuous by Lemma 1. In the first term, Lemma 3 applies with $\Phi=\chi J$, and $\Phi(0,0)=1/\sqrt{|\det H|}$ by (3). Therefore

$$g(E)=\frac1{4\pi^2}\,\frac{2}{\sqrt{|\det H|}}\ln\frac{P^2}{|\varepsilon|}+\text{terms with a common limit as }\varepsilon\to0 .$$

The factor $2/(4\pi^2)$ is $1/(2\pi^2)$. The common limit is absorbed by changing $P^2$ into another energy $\Lambda$, and this gives (2). $\square$

The prefactor depends on the second derivatives at one point. The energy $\Lambda$ collects contributions from the whole contour, so it cannot be found from the masses. If several saddles lie at the same energy, the proof applies to each in turn and their prefactors add. Spin degeneracy gives a further factor 2.

### Two numerical tests and one failure

The first test changes the shape of the patch. For $\varepsilon=\frac12(1.7k_x^2-0.6k_y^2)$ in the disc $|\mathbf k|<1$, the density of states was integrated in polar angle. Between $|\varepsilon|=10^{-4}$ and $10^{-6}$ its rise per unit of $\ln(1/|\varepsilon|)$ is 0.05016 on both sides. The theorem gives $1/(2\pi^2\sqrt{1.7\times0.6})=0.05016$.

The second test uses a band without inversion symmetry,

$$E=-2\cos x-1.4\cos y+0.6\sin(x+y),$$

where $x$ and $y$ are dimensionless phases. It has saddles at two different energies. The upper one, at $E_s=0.5603$, has $\det H=-2.4731$ and a third derivative $\partial^3E/\partial x^2\partial y=0.594$, so cubic terms are present. The predicted prefactor is $1/(2\pi^2\sqrt{2.4731})=0.03221$. States were counted in the intervals $w<|\varepsilon|<2w$ for $w=2\times10^{-4}$ and $2\times10^{-3}$. The resulting slopes are 0.03225 above the saddle and 0.03218 below it. At the smaller $w$ the densities on the two sides differ by 0.0005 of the prefactor, as a common $\Lambda$ requires.

The condition $\det H\neq0$ cannot be dropped. Take $\varepsilon=k_x^2-k_y^4$ in suitable units. For $\varepsilon>0$ the roots are $k_x=\pm\sqrt{\varepsilon+k_y^4}$, and each has weight $1/(2|k_x|)$. With $k_y=\varepsilon^{1/4}\sigma$,

$$\int\frac{dk_y}{\sqrt{\varepsilon+k_y^4}}=\frac{\varepsilon^{1/4}}{\varepsilon^{1/2}}\int\frac{d\sigma}{\sqrt{1+\sigma^4}}\propto\varepsilon^{-1/4}.$$

The last integral converges at large $\sigma$, so its limits may be taken to infinity as $\varepsilon\to0$. The divergence is a power law, stronger than a logarithm. Direct integration over $|k_y|<1$, between $\varepsilon=10^{-12}$ and $10^{-16}$, gives the exponent $-0.2501$.

## Second half: finite resolution and the saddles of graphene

### Symbols and results carried over

The energy measured from the saddle is $\varepsilon=E-E_s$, and $H$ is the Hessian of the band at the saddle. A saddle with $\det H<0$ contributes $1/(2\pi^2\sqrt{|\det H|})$ to the prefactor of the logarithm, per area and per spin. Let $C$ be the sum over all saddles at $E_s$ and over both spins. Then

$$g(E)=C\ln\frac{\Lambda}{|\varepsilon|}+r(\varepsilon),\qquad r(\varepsilon)\to0\ \text{ as }\ \varepsilon\to0,\tag{5}$$

with the same $C$ and $\Lambda$ on both sides. Below, $g$ and $C$ are counted per unit cell, which multiplies both by the cell area $A_c$.

### What replaces the infinity

A calculation with finite energy resolution, or a sample with finite lifetimes, does not show an infinite density of states.

A saddle with $\det H<0$ gives a logarithmic divergence whose prefactor is fixed by the second derivatives there, with one energy $\Lambda$ for both sides. It remains to find what finite resolution, lifetimes and temperature put in place of the infinity, and to apply the result to the saddles of graphene.
